# How far do electrons hop in lightly doped silicon at 1 K?

**Question.** Silicon contains localized donor states whose wave amplitude decays over 2.5 nm. Conduction is by hopping in the Efros-Shklovskii regime. With the bulk dielectric constant and the numerical coefficient 2.8, what is the characteristic temperature $T_{\rm ES}$, how long is a typical hop at 1 K, and how do both scale?

**Answer.** The hop length is set by a compromise. A distant site is hard to reach by tunnelling, but a wider search finds a site that costs less energy. The Coulomb interaction fixes how that energy falls with distance, and the best compromise gives both quantities.

**The cost of one hop**

Let the amplitude of a localized state fall as $e^{-r/\xi}$, with $\xi=2.5$ nm. At a point between two sites a distance $r$ apart, at distance $x$ from the first, the product of the two tails is $e^{-x/\xi}e^{-(r-x)/\xi}=e^{-r/\xi}$. The tunnel coupling carries this factor, and the rate carries its square, $e^{-2r/\xi}$. Power-law prefactors are dropped.

If the hop raises the energy by $E\gg kT$, that energy must come from phonons, which gives a factor $e^{-E/kT}$. The rate is then proportional to $e^{-S}$, with

$$S(r)=\frac{2r}{\xi}+\frac{E(r)}{kT}.$$

**How the energy depends on distance**

Write $C=e^2/(4\pi\varepsilon_0)$, and let $\kappa$ be the dielectric constant. Site energies $\varepsilon$ are measured from the Fermi level. Take an electron from an occupied site ($\varepsilon_1<0$) to an empty one ($\varepsilon_2>0$). The energy $\varepsilon_2$ includes the repulsion from the electron on site 1, which is absent once that electron has moved. In the ground state the move must cost energy:

$$\varepsilon_2-\varepsilon_1-\frac{C}{\kappa r}>0 .$$

Occupied and empty states close to the Fermi level must therefore be far apart. If both lie within $\varepsilon$ of it, their distance exceeds $C/(2\kappa\varepsilon)$. If the two kinds are interspersed, so that neighbouring states are often of opposite kind, the number of such states per volume can be at most of order $(\kappa\varepsilon/C)^3$. If this limit is reached, the density of states, its derivative, varies as $\varepsilon^2$. This is the Coulomb gap.

A mean-field treatment supplies a prefactor. A state at $\varepsilon$ survives if no state at $\varepsilon'$ on the other side of the Fermi level lies within the forbidden radius $C/[\kappa(\varepsilon+\varepsilon')]$, both energies now being taken as magnitudes. The model assumes independent positions and charges half of each forbidden pair to each member:

$$g(\varepsilon)=g_0\exp\!\left[-\frac12\,\frac{4\pi}{3}\left(\frac{C}{\kappa}\right)^3\!\int_0^{\Lambda}\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^3}\right].$$

Here $g_0$ is the density of states without the gap, and $\Lambda$ is an upper cut-off. Insert $g=A(\kappa/C)^3\varepsilon^2$. With $w=1+\varepsilon'/\varepsilon$, the integrand becomes $(w-1)^2/w^3=1/w-2/w^2+1/w^3$, so for $\varepsilon\ll\Lambda$

$$\int_0^\Lambda\frac{\varepsilon'^2\,d\varepsilon'}{(\varepsilon+\varepsilon')^3}\simeq\ln\frac{\Lambda}{\varepsilon}-\frac32 .$$

The right-hand side then varies as $\varepsilon^{2\pi A/3}$. This must equal $\varepsilon^2$, so $A=3/\pi\approx0.955$. The argument fixes only the limit $\varepsilon\to0$. With finite $g_0$ and $\Lambda$ the solution approaches this limit slowly and oscillates about it, by factors of several in the first decades below $\Lambda$.

Now ask for one available state within distance $r$ and energy $E$:

$$1=\frac{4\pi}{3}r^3\int_0^E\frac{3}{\pi}\left(\frac{\kappa}{C}\right)^3\varepsilon^2d\varepsilon=\frac43\left(\frac{\kappa E r}{C}\right)^3 .$$

Hence

$$E(r)=c\,\frac{C}{\kappa r},\qquad c=\left(\tfrac34\right)^{1/3}\ \text{in this simple count}.$$

The $1/r$ form follows from the quadratic gap. The value of $c$ is less secure: without the factor $\tfrac12$ in the mean-field equation, $A$ would be halved and $c$ would rise by $2^{1/3}$. It is therefore kept as a symbol.

**The best hop**

Setting the derivative of $S$ to zero gives

$$\frac{2}{\xi}-\frac{cC}{\kappa kT\,r^2}=0
\quad\Rightarrow\quad r^2=\frac{cC\xi}{2\kappa kT}.$$

The second derivative, $2cC/(\kappa kT r^3)$, is positive, so this is a minimum. Multiplying the first equation by $r$ shows that the energy term equals the tunnelling term, $2r/\xi$. Their sum is $S=4r/\xi$, and

$$S^2=\frac{16r^2}{\xi^2}=\frac{8c\,C}{\kappa\xi kT}\equiv\frac{T_{\rm ES}}{T}.$$

With $\beta=8c$ the results are

$$kT_{\rm ES}=\beta\frac{e^2}{4\pi\varepsilon_0\kappa\xi},\qquad
r=\frac{\xi}{4}\left(\frac{T_{\rm ES}}{T}\right)^{1/2},\qquad
E=\frac{kT}{2}\left(\frac{T_{\rm ES}}{T}\right)^{1/2}.$$

The resistivity follows $\rho=\rho_0e^{(T_{\rm ES}/T)^{1/2}}$. The relation $r=\xi S/4$ does not depend on $c$.

The stated $\beta=2.8$ is an input and corresponds to $c=0.35$. A derivation would have to follow a current across a whole network of hops. The one-hop argument supports the scaling but does not derive this coefficient.

**The numbers**

With $C=1440$ meV nm and $\kappa=11.7$, the Coulomb energy at distance $\xi$ is

$$\frac{C}{\kappa\xi}=\frac{1440}{11.7\times2.5}\ \text{meV}=49.2\ \text{meV}.$$

Therefore $kT_{\rm ES}=2.8\times49.2\ \text{meV}\approx138$ meV. Dividing by $k=0.08617$ meV/K gives

$$T_{\rm ES}\approx1600\ \text{K}=1.6\times10^3\ \text{K}.$$

At 1 K the exponent is $S=\sqrt{1600}=40$, and

$$r=\frac{2.5\ \text{nm}}{4}\times40=25\ \text{nm},\qquad
E=\tfrac12\times0.08617\times40\ \text{meV}=1.7\ \text{meV}.$$

The hop is ten localization lengths long, and its energy is twenty times $kT$. The temperature $T_{\rm ES}$ is a measure of Coulomb energy. It is not a temperature at which anything changes, and the law does not extend up to it.

"Typical" matters here, since a network contains hops of many lengths. The 25 nm is the optimum for a single hop, and an average over the network can differ from it. At the same total exponent $S=40$, a hop that cost no energy could have $2r/\xi=S$, which is 50 nm.

**Scaling and the coefficient**

Eliminating $T_{\rm ES}$ gives

$$r=\frac14\left(\frac{\beta C\,\xi}{\kappa kT}\right)^{1/2}.$$

Thus $T_{\rm ES}\propto1/(\kappa\xi)$, while $r\propto(\xi/\kappa T)^{1/2}$. At fixed $\kappa$ and $\beta$, doubling $\xi$ halves $T_{\rm ES}$ but lengthens the hop by a factor $\sqrt2$. Cooling by a factor of four doubles the hop length.

The simple count, with $c=(3/4)^{1/3}$, would give $\beta=7.27$, $T_{\rm ES}\approx4200$ K and $r\approx40$ nm. The coefficient therefore matters more than the third digit of any material constant. The hop length is the less sensitive quantity because it varies as $\sqrt\beta$.

**Where the regime ends**

A hop cannot usefully be shorter than the distance between donors. Take a rough donor density $n=5\times10^{17}$ cm$^{-3}$, half compensated by acceptors so that empty donor sites exist. The spacing is $n^{-1/3}=12.6$ nm, and the 25 nm hop spans about two spacings. Setting $r=n^{-1/3}$ gives

$$T=T_{\rm ES}\left(\frac{\xi n^{1/3}}{4}\right)^2\approx3.9\ \text{K}.$$

Above roughly this temperature the formula asks for hops shorter than the spacing, and nearest-neighbour hopping is expected instead. In this example the law is therefore expected only at low temperatures, with 4 K as a rough scale for the limit. The figure depends on how the donor spacing is defined, because donors at random positions often have neighbours closer than $n^{-1/3}$.

The hop energy must also lie inside the Coulomb gap. Suppose that without the gap the donor levels would spread evenly over a bandwidth $W=Cn^{1/3}/\kappa=9.8$ meV. The quadratic density reaches $n/W$ at an energy $\Delta$ given by

$$\frac3\pi\left(\frac{\kappa}{C}\right)^3\Delta^2=\frac nW
\quad\Rightarrow\quad
\Delta=\sqrt{\frac{\pi}{3}}\,W\approx10\ \text{meV}.$$

The hop energy of 1.7 meV is well below this rough half-width. However, the assumed band reaches only $W/2\approx5$ meV to either side of its centre, so the gap affects the whole band and the flat band is a crude stand-in. For randomly placed, half-compensated donors most levels lie more than $W$ from the Fermi level, and the density falls below the quadratic form from about $0.4W\approx4$ meV upward, so the margin is smaller than $\Delta$ suggests. The quadratic density is a low-energy limit, and its accuracy at 1.7 meV is assumed here, not shown.

Finally, the field must be weak. A field $F$ changes the energy over one hop by $eFr$, which equals $kT$ at $F=kT/(er)\approx34$ V/cm. Ohmic behaviour requires fields well below that. In a network the voltage falls mainly on the rare hardest hops, each of which takes the drop accumulated over several hop lengths, so the ohmic range ends at a few V/cm or less.

**Beside real silicon**

A shallow donor such as phosphorus is bound by roughly 45 meV. Far from the donor, where its Coulomb attraction is weak compared with the binding energy $E_b$, the state approximately obeys $(\hbar^2/2m)\psi''=E_b\psi$ along a principal axis, so its decay length is $\hbar/\sqrt{2mE_b}$. With the light transverse mass, about $0.19\,m_e$, this is 2.1 nm. The stated 2.5 nm is thus a reasonable size for such a donor. Three simplifications can be sized, each with the other inputs held fixed.

*Polarizable donors.* Neutral donors add to the bulk dielectric constant. Treat each as a hydrogen atom of Bohr radius $\xi$, and use $\xi$ and $C/(\kappa\xi)$ as units. A unit field along $z$ changes the ground state $\psi_0$ by $\psi_1=-(1+r/2)z\psi_0$, which satisfies $(H_0-E_0)\psi_1=-z\psi_0$. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$, the polarizability is

$$\alpha=-2\langle\psi_0|z|\psi_1\rangle=\tfrac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right)=4.5 ,$$

that is, $4.5\,\xi^3$. Each donor feels the Lorentz local field $F+P/(3\varepsilon_0\kappa)$, where $P$ is the donor polarization. With $x=4\pi n_0\alpha/3$ and $n_0$ the density of neutral donors,

$$\frac{P}{\varepsilon_0\kappa}=3x\left(F+\frac{P}{3\varepsilon_0\kappa}\right)
\quad\Rightarrow\quad
\frac{\kappa_{\rm eff}}{\kappa}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.$$

For $n_0=2.5\times10^{17}$ cm$^{-3}$ the ratio is 1.24. It lowers $T_{\rm ES}$ to about 1300 K and the hop to 22.5 nm. For phosphorus this overstates the effect. A hydrogen atom of this radius would be bound by only $C/(2\kappa\xi)\approx25$ meV, not 45 meV. About 5 meV of the difference comes from the heavy longitudinal mass, which raises the binding without any core to about 30 meV; the rest comes from the donor core. The stronger binding makes the state more compact and harder to polarize: an isotropic donor with a short-range core adjusted to bind by 45 meV has a polarizability near 10 nm$^3$ instead of 70 nm$^3$, and the ratio drops to about 1.03. Since a hop spans only about two donor spacings, using a macroscopic dielectric constant is itself rough.

*Anisotropic mass.* The longitudinal mass is about $0.92\,m_e$, so each conduction valley decays faster along its own axis, by $\sqrt{0.92/0.19}$. In any direction the slowest-decaying valley dominates. If 2.5 nm is the longest decay length, the length along [111] is 1.66 nm. The number of sites within a given tunnelling exponent is proportional to the directional mean of $\xi^3$, whose cube root is 2.29 nm. This raises $T_{\rm ES}$ to about 1740 K and shortens the hop to 24 nm. If the longest decay length is instead the 2.1 nm estimated above, the mean becomes 1.9 nm, $T_{\rm ES}$ about 2070 K and the hop 22 nm.

*Cold lattice.* A rough low-temperature dielectric constant of 11.4 raises $T_{\rm ES}$ to about 1640 K.

None of the three changes the order of magnitude. The hydrogenic model makes donor polarization the largest, but for a donor bound by 45 meV it is smaller than the effect of the anisotropic mass, and the value of $\xi$ itself matters more than either.

**What the exponent means for a measurement**

The factor $e^{40}$ is about $10^{17}$. Even with an assumed prefactor $\rho_0=0.01\ \Omega\,$cm, the resistivity at 1 K would exceed $10^{15}\ \Omega\,$cm. Even at 34 V/cm, an upper bound for the ohmic range, the ohmic current density would be of order $10^{-14}$ A/cm$^2$. The 25 nm hop is a well-defined estimate, but its ohmic current would be very hard to detect.

The law is easier to reach nearer the metal-insulator transition. There $\xi$ and $\kappa$ both grow, so $T_{\rm ES}\propto1/(\kappa\xi)$ falls and the exponent at 1 K becomes moderate. The bulk dielectric constant is then no longer an adequate input. The main values behind these estimates are listed in the numerical output.

## Values computed for the example and the checks

```
Dielectric constant, bulk: 11.7
Localization length: 2.5 nm
Coefficient beta: 2.8
Temperature: 1.0 K
Boltzmann constant: 0.08617 meV/K
e^2/(4 pi eps0): 1440.0 meV nm
Coulomb energy at distance xi: 49.23 meV
k T_ES: 137.8 meV
T_ES: 1600 K
Exponent S at 1 K: 40.0
Typical hop length at 1 K: 25.0 nm
Hop energy at 1 K: 1.72 meV
log10 of resistivity factor exp(S): 17.4
Energy coefficient c = beta/8: 0.35
Double-well decay slope / expected: 1.0000
Gap prefactor from quadrature: 0.9549
beta from simple counting: 7.27
T_ES from simple counting: 4152 K
Hop length from simple counting: 40.3 nm
Donor density, rough: 5.0e+17 cm^-3
Compensation, chosen: 0.5
Donor spacing: 12.6 nm
Hop length / donor spacing: 1.98
n^(1/3) xi: 0.198
Temperature where hop = spacing: 3.9 K
Exponent at that temperature: 20.2
Assumed bandwidth: 9.8 meV
Coulomb gap half-width, rough: 10.0 meV
Field scale kT/(e r) at 1 K: 34 V/cm
Donor binding energy, rough: 45 meV
Transverse, longitudinal mass: 0.19, 0.92 m_e
Decay length from binding energy: 2.11 nm
Computed donor polarizability: 4.500 xi^3
Dielectric enhancement by donors: 1.238
T_ES with donor polarization: 1292 K
Hop length with donor polarization: 22.5 nm
Cold-lattice dielectric constant, rough: 11.4
T_ES with cold lattice: 1642 K
Decay length along [111]: 1.66 nm
Direction-averaged decay length: 2.29 nm
T_ES with anisotropic mass: 1744 K
Hop length with anisotropic mass: 23.9 nm
```
